# Why 45 meV Donor Statistics Fail in Heavily Phosphorus-Doped Silicon

**Q:** I have an annealed phosphorus implant in silicon, which I treat as a uniform layer 100 nm thick with \(N=10^{20}\ \mathrm{cm^{-3}}\) donors, all on lattice sites. Phosphorus has its level 45 meV below the conduction band, and at 300 K \(kT\) is 25.85 meV. With so many donors the Fermi level is high and the levels fill. I conclude that most donors are neutral at room temperature and contribute nothing to conduction.

**A:** Let us first see what your assumptions give. Measure energy from the conduction-band edge, write \(E_b=45\) meV and \(\eta=E_F/kT\), and consider one donor far from all others. It can be empty, with statistical weight 1, or hold one electron of either spin at energy \(-E_b\), with weight \(e^{(E_F+E_b)/kT}\) for each spin. Repulsion is taken to exclude a second electron. The probability of being empty, hence ionized, is

\[
\frac{N^+}{N}=\frac{1}{1+2e^{\eta+E_b/kT}} .
\]

Without acceptors, neutrality requires \(n=N^+\), where \(n\) is the density of band electrons:

\[
n=N_cF_{1/2}(\eta),\qquad F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}} .
\]

Silicon has six valleys with masses 0.916, 0.19 and 0.19 in units of the free-electron mass. Their geometric mean is \(m_d=0.321\), which gives \(N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}\) at 300 K.

For a hand estimate, replace \(F_{1/2}\) by \(e^\eta\). Then \(e^\eta=n/N_c\), and the second term in the denominator becomes \(n/K\), with

\[
K=\frac{N_c}{2e^{E_b/kT}}=\frac{2.74\times10^{19}}{11.40}=2.40\times10^{18}\ \mathrm{cm^{-3}} .
\]

Neutrality now reads \(n(1+n/K)=N\), or \(n^2+Kn-KN=0\). The positive root is

\[
n=\frac K2\left(\sqrt{1+\frac{4N}{K}}-1\right)=1.43\times10^{19}\ \mathrm{cm^{-3}} .
\]

Solving numerically with the full Fermi integral gives \(n=1.33\times10^{19}\ \mathrm{cm^{-3}}\) and \(E_F=-14\) meV. So 13% of the donors are ionized and 87% are neutral.

**Q:** That is my result. The same formula works in lightly doped silicon, so why distrust it here?

**A:** In light doping its premise holds. For \(N\ll K\), expanding the root gives \(n\simeq N(1-N/K)\), so at \(10^{16}\ \mathrm{cm^{-3}}\) about 0.4% of the donors are neutral. The arithmetic is equally sound at \(10^{20}\ \mathrm{cm^{-3}}\). What changes is the input: 45 meV is the binding energy of an electron to a phosphorus ion in otherwise empty silicon. Your layer contains many mobile electrons, and they screen the ion.

**Q:** How strongly? A somewhat shallower level would not trouble me.

**A:** Let \(\phi\) be the electrostatic potential around one ion and \(U=-e\phi\) the potential energy of an electron. If \(U\) is small and varies slowly, raising the local band edge by \(U\) acts like lowering the Fermi energy by \(U\), so the density changes by

\[
\delta n=-\frac{dn}{dE_F}U=e\frac{dn}{dE_F}\phi .
\]

Spread the charge of the other donors into a uniform background that cancels the mean electron charge. Poisson's equation, with \(\varepsilon\) the permittivity of silicon (11.7 times that of vacuum), is then

\[
\nabla^2\phi=-\frac{e\,\delta(\mathbf r)-e\,\delta n}{\varepsilon}
=-\frac{e}{\varepsilon}\delta(\mathbf r)+\kappa^2\phi,\qquad
\kappa^2=\frac{e^2}{\varepsilon}\frac{dn}{dE_F}.
\]

Away from the ion this is \((r\phi)''=\kappa^2 r\phi\). The decaying solution that matches the bare Coulomb potential at small \(r\) gives

\[
U(r)=-\frac{e^2}{4\pi\varepsilon r}e^{-\kappa r}.
\]

The screening length is \(1/\kappa\). Suppose for now that all the electrons are mobile. The Fermi integral then gives \(E_F=65\) meV and \(1/\kappa=0.60\) nm.

You can check this length in the zero-temperature limit. With \(g_v=6\) valleys, \(n=g_vk_F^3/3\pi^2\) and \(E_F=\hbar^2k_F^2/2m_d\), so

\[
\frac{dn}{dE_F}=\frac{g_vk_F^2/\pi^2}{\hbar^2k_F/m_d}=\frac{g_vm_dk_F}{\pi^2\hbar^2},
\qquad \kappa^2=\frac{4g_vk_F}{\pi a_d},
\]

where \(a_d=4\pi\varepsilon\hbar^2/(m_de^2)=1.93\) nm. With \(k_F=0.790\ \mathrm{nm^{-1}}\) this yields \(\kappa^2=3.13\ \mathrm{nm^{-2}}\) and a length of 0.57 nm. Temperature lengthens it only slightly.

**Q:** And how large is the donor state that this cloud has to disturb?

**A:** Represent the 45 meV state by a hydrogenic one, with an effective mass \(m^*\) fitted to that energy. Its radius is \(a=4\pi\varepsilon\hbar^2/(m^*e^2)\), and its binding energy is \(E_b=e^2/(8\pi\varepsilon a)\). Using \(e^2/4\pi\varepsilon_0=1.44\) eV nm,

\[
a=\frac{1.44}{2\times11.7\times0.045}\ \mathrm{nm}=1.37\ \mathrm{nm}.
\]

The fit imitates the extra attraction close to the phosphorus core without describing it in detail. The state is more than twice as large as the screening length, so most of the attraction that formed it is gone.

**Q:** Reduced attraction still attracts. Surely some bound state survives?

**A:** In three dimensions a weak well need not bind. Write the spherically symmetric wavefunction as \(u(r)/r\), with binding energy \(\hbar^2q^2/2m^*\). Multiplying the Schrödinger equation by \(-2m^*/\hbar^2\) gives

\[
u''+\frac{2}{ar}e^{-\kappa r}u=q^2u,\qquad u(0)=0 .
\]

States with angular momentum have an added repulsive term, so if this equation has no bound state, neither do they.

Take the solution \(u_0\) at \(q=0\), with \(u_0'(0)=1\). As long as \(u_0>0\), its second derivative is negative, so it stays below its initial tangent: \(u_0\le r\). Integrating \(u_0''\) once,

\[
u_0'(r)=1-\int_0^r\frac{2}{as}e^{-\kappa s}u_0(s)\,ds
\ \ge\ 1-\frac2a\int_0^re^{-\kappa s}ds\ >\ 1-\frac{2}{\kappa a}.
\]

If \(\kappa a\ge2\), the slope stays positive and \(u_0\) rises for ever without a node.

Now suppose there were a bound state, and let \(u_b>0\) be the lowest one. Multiply its equation by \(u_0\), multiply the equation of \(u_0\) by \(u_b\), and subtract. The potential terms cancel:

\[
(u_0u_b'-u_0'u_b)'=q^2u_0u_b .
\]

Integrate from zero to infinity. The left side gives zero, because both functions vanish at the origin and \(u_b\) decays exponentially while \(u_0\) grows at most linearly. The right side gives a positive number. The contradiction shows that there is no bound state when \(\kappa a\ge2\).

For your layer with all electrons mobile, \(\kappa a=2.27\). In this model the donor level has ceased to exist.

**Q:** Is 2 the real limit?

**A:** It is a sufficient condition. In units of \(a\), the zero-energy equation depends on \(\kappa a\) alone. Integrating it outwards numerically and finding where the final slope first vanishes gives the threshold \(\kappa a=1.19\). Below this value the solution turns over and can join a decaying tail. Above it there is no bound state. Binding therefore requires a screening length above \(a/1.19=1.15\) nm.

**Q:** I see a circle in this. You assumed all the electrons mobile, used them to destroy the level, and then concluded that they are mobile. If most donors are neutral, as I say, there are far fewer electrons to screen.

**A:** Then let us start from your answer. With only \(1.33\times10^{19}\ \mathrm{cm^{-3}}\) mobile electrons, the screening length is 1.21 nm and \(\kappa a=1.13\). That is just on the binding side of the threshold. Solving the radial equation numerically gives a binding energy of about 0.1 meV, where you had put in 45 meV. Your solution contradicts its own input.

No intermediate binding energy rescues it. At fixed \(N\), lowering \(E_b\) in your formula can only raise \(n\). A larger \(n\) means a higher \(E_F\), a larger \(dn/dE_F\) in this band and stronger screening. So with this exponential well any self-consistent solution of your type, with a binding energy at or below 45 meV, must have at most about 0.1 meV. The figure depends on the screening model: at this density \(\kappa\) exceeds the thermal wave vector, and the wave-vector-dependent response of the electron gas leaves about 1.4 meV instead. Either value is far below 45 meV. By contrast, the assumption that all electrons are mobile reproduces itself: it leaves no bound state.

At \(10^{16}\ \mathrm{cm^{-3}}\) the same calculation leaves 42 meV of binding, so it does not abolish donor levels indiscriminately.

**Q:** Then I shall set \(E_b=0\) and keep the formula. With the level at the band edge, thermal energy should ionize nearly everything.

**A:** It does not. With \(E_b=0\) the factor becomes \(1/(1+2e^\eta)\), and neutrality gives only 27% ionized. The formula still gives each donor a separate level at the band edge, able to hold one electron of either spin, and at this density most of these levels are filled.

The remedy is to remove those separate levels from the count. A finite crystal has a fixed number of orbitals. Replacing the potential at one site by a more attractive one of the same orbital type moves their energies without adding to their number. When a bound state forms, it is drawn from the band. For dilute donors the band hardly notices the loss, so "unchanged band plus donor orbital" is a good approximation. When there is no bound state, that orbital is already among the band states, and a separate donor factor counts it a second time.

With the factor gone, neutrality reads \(n=N\). The ions still distort the band states and may shift \(E_F\), but charge balance fixes the number of electrons.

**Q:** Yet each ion attracts a cloud of electrons. Why not call ion plus cloud a neutral donor?

**A:** The cloud does hold one electron's charge. From the expression for \(\delta n\),

\[
\int\delta n\,d^3r=\frac{dn}{dE_F}\frac{e^2}{4\pi\varepsilon}\int_0^\infty\frac{e^{-\kappa r}}{r}4\pi r^2dr
=\frac{dn}{dE_F}\frac{e^2}{\varepsilon\kappa^2}=1,
\]

because the radial integral of \(re^{-\kappa r}\) is \(1/\kappa^2\). But this charge is the sum of small contributions from many extended states. No particular electron is held at the ion, and the electrons that form the cloud also carry current. Electrical neutrality around an ion and occupation of a bound level are different things.

**Q:** All this treats one ion in a smooth electron gas. Does the crowding of donors matter in itself?

**A:** It gives a second reason to drop independent occupation. The mean spacing is \(d=N^{-1/3}=2.15\) nm, so \(x=d/a=1.58\). Compare two unscreened hydrogenic envelopes \(e^{-r/a}/\sqrt{\pi a^3}\) at that distance. Let \(r_1,r_2\) be the distances from the two ions, \(\xi=(r_1+r_2)/d\) and \(\zeta=(r_1-r_2)/d\). The volume element, integrated over the angle around the axis, is \((\pi d^3/4)(\xi^2-\zeta^2)\,d\xi\,d\zeta\), and the overlap is

\[
S=\frac{x^3}{4}\int_1^\infty d\xi\,e^{-x\xi}\int_{-1}^{1}(\xi^2-\zeta^2)\,d\zeta
=\frac{x^3}{2}\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-x\xi}d\xi .
\]

The two remaining integrals are \(e^{-x}(1/x+2/x^2+2/x^3)\) and \(e^{-x}/(3x)\), so

\[
S=e^{-x}\left(1+x+\frac{x^2}{3}\right)=0.70 .
\]

Separate sites would require \(S\ll1\). Interference between valleys modifies the overlap of the full wavefunctions, so 0.70 describes the envelopes alone.

**Q:** At what density does the isolated picture end?

**A:** The screening model gives an estimate at zero temperature. Put the threshold \(\kappa=1.19/a\) into the degenerate formula:

\[
k_F=\frac{\pi a_d\kappa^2}{4g_v}=0.19\ \mathrm{nm^{-1}},\qquad
n_M=\frac{g_vk_F^3}{3\pi^2}\simeq1.4\times10^{18}\ \mathrm{cm^{-3}} .
\]

Mott's rule of thumb, \(n_M^{1/3}a\simeq0.25\), gives \(6\times10^{18}\ \mathrm{cm^{-3}}\) with the same radius. The measured metal–insulator transition in phosphorus-doped silicon lies at roughly \(4\times10^{18}\ \mathrm{cm^{-3}}\). These two estimates differ by a factor of four, and the first is used outside its range: there \(\kappa\) is more than twice \(2k_F\), so the potential does not vary slowly. With the wave-vector-dependent response at zero temperature the same model gives about \(1\times10^{19}\ \mathrm{cm^{-3}}\). Your layer lies about nine times above the largest of these estimates.

The transition is not a switch from your formula to complete ionization at room temperature. It is defined at zero temperature, and disorder takes part in it. Just above it, the donor states may form an impurity band still distinct from the conduction band. There, independent donor occupation has lost its basis, but \(n=N\) with an unperturbed conduction band is not justified either. I claim full ionization for \(10^{20}\ \mathrm{cm^{-3}}\), where the model well does not bind and the donor envelopes overlap strongly.

**Q:** What difference would I see in the layer?

**A:** Its dose is \(10^{20}\ \mathrm{cm^{-3}}\times10^{-5}\ \mathrm{cm}=10^{15}\ \mathrm{cm^{-2}}\). Take a rough mobility of 90 cm²/Vs and hold it fixed in the comparison. With all donors contributing,

\[
R_s=\frac{1}{e\mu Nt}=\frac{1}{(1.60\times10^{-19})(90)(10^{15})}\ \Omega/\mathrm{sq}\simeq69\ \Omega/\mathrm{sq}.
\]

Your carrier density gives about 520 Ω/sq, larger by the ratio \(N/n=7.5\).

Cooling separates the pictures further. At 77 K, with the same masses and a 45 meV level, your equations give \(n=4.4\times10^{17}\ \mathrm{cm^{-3}}\), thirty times less than at 300 K. The metallic picture keeps about \(10^{20}\ \mathrm{cm^{-3}}\), because it contains no separate donor level for the electrons to freeze into. Disorder may localize some of the lowest band states, which this picture leaves out. A Hall measurement at both temperatures would distinguish them, provided the Hall factor does not itself change greatly.

**Q:** Suppose I measure half the expected carriers at 300 K. Would that not be partial ionization after all?

**A:** If the number stays nearly the same on cooling, thermal freeze-out is a poor explanation. Phosphorus in clusters or precipitates does not act as a substitutional donor, and annealing changes how much of it there is. That is a question of chemical activation, which must be settled before \(N\) is put into any carrier formula. With half the dose active and the mobility held at 90 cm²/Vs, the sheet resistance doubles to about 139 Ω/sq.

This is also where the example departs most plainly from a real layer. Concentrations near \(10^{20}\ \mathrm{cm^{-3}}\) are ordinary in heavily doped contact regions, but an implanted profile is graded, its active fraction depends on the anneal, and its mobility varies with depth. The 69 Ω/sq belongs to the uniform, fully active box and to the assumed mobility, which is on the high side. A standard empirical fit for phosphorus gives about 73 cm²/Vs at \(10^{20}\ \mathrm{cm^{-3}}\), or about 85 Ω/sq.

**Q:** Your screened well is itself an idealization. Could a better one bring the bound state back?

**A:** Ask by what factor the attraction would have to grow before it could bind. Multiplying it by \(g\) replaces \(a\) by \(a/g\), so the threshold is \(\kappa a/g=1.19\), and \(g=2.27/1.19=1.9\). Two refinements can be sized by turning the zero-energy equation into an integral equation and finding its largest eigenvalue, which is \(1/g\).

Electrons screen rapid spatial variations less well than slow ones. Using the wave-vector-dependent response of the free-electron gas at 300 K raises the eigenvalue from 0.53 to 0.64. The attraction would still have to grow by a factor of 1.6. Using the anisotropic valley mass with the simple exponential screening gives 0.36, though that calculation omits the extra attraction of the phosphorus core. The fitted mass spreads this attraction over the whole state. In reality it is short-ranged and the electrons hardly screen it, so the true well is closer to binding than these factors suggest. As a rough size, take an isotropic mass of 0.315 and add an unscreened Gaussian core of range 0.1 to 0.4 nm, fitted to give 45 meV in empty silicon. With the wave-vector-dependent response the eigenvalue then lies between 0.80 and 0.87. The well still does not bind, but the factor \(g\) falls to about 1.15 to 1.25.

Linear response remains the weak point. At \(r=1/\kappa\) the well depth is \(1.44/(11.7\times0.603\,e)\) eV, with \(e=2.718\) here, or about 75 meV. This is comparable with \(E_F=65\) meV, so the assumption of small \(U\) fails nearer the ion. I have not sized that correction. The margin in \(g\), thin once the core is included, and the large overlap support the conclusion, but they do not turn the model into a full calculation of the disordered crystal.

**Q:** And the band itself?

**A:** Exchange lowers its bottom. Summing the unscreened Coulomb interaction over occupied states of the same spin and valley gives

\[
\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{e^2}{\varepsilon k^2}=\frac{e^2k_F}{2\pi^2\varepsilon}\simeq62\ \mathrm{meV}.
\]

This is the value at the band bottom for a spherical Fermi sea at zero temperature; ellipsoidal valleys and 300 K occupation lower it to about 52 meV. At \(k_F\) the same sum is half as large, and screening reduces exchange strongly while adding a correlation shift of its own. Absolute level positions should therefore not be taken from the simple band. The uniform part of such a shift carries \(E_F\) with it and leaves \(n\) unchanged. The part that varies with \(k\) also alters the density of states and hence the screening, which I have not included. Nonparabolicity, with a rough coefficient of 0.5 per eV, raises the density of states at a fixed energy of 65 meV by about 8%. At fixed electron density \(E_F\) drops a little and the gain is smaller, but the screening is still slightly strengthened.

For disorder, the mean free path is \(\ell=\hbar k_F\mu/e=4.7\) nm if one mass serves for both velocity and mobility. Then \(k_F\ell=3.7\). Since this exceeds one, extended electrons that scatter often are a reasonable description, but it is not so large that disorder can be forgotten.

**Q:** Might a more complete list of donor levels have repaired my original formula?

**A:** It makes the prediction worse. The isolated donor also has excited states formed from other combinations of the six valleys. Adding ten spin-orbitals roughly 12 meV above the ground state, still with at most one electron per donor, lowers the ionized fraction from 13% to 7%. More detail about the isolated atom cannot help once the electron gas has removed the isolated atom's bound state.

**Q:** Then my mistake was to treat 45 meV as a property of phosphorus alone.

**A:** Yes. It belongs to phosphorus in nearly empty silicon. Before using an occupation factor, ask whether the carriers it predicts would leave its level in place. At \(10^{16}\ \mathrm{cm^{-3}}\) they nearly do; at \(10^{20}\ \mathrm{cm^{-3}}\) they do not.
